# Lifetime under constant stress from power-law subcritical crack growth

Consider a sharp crack of length \(a\) in a brittle solid, held under a constant tensile stress \(\sigma\) normal to its plane. The stress intensity at its tip is

\[
K=Y\sigma\sqrt a ,
\]

where \(Y\) is a dimensionless geometry factor, taken to be independent of \(a\). This suits a crack much shorter than the body that contains it. The toughness \(K_c\) is the value of \(K\) at which the crack runs without help from the environment. Below it the crack can still advance slowly, for instance because water reacts with strained bonds at the tip of a crack in glass. This subcritical growth is described by the power law

\[
\frac{da}{dt}=v_c\left(\frac{K}{K_c}\right)^n ,\qquad K<K_c .
\]

The exponent \(n\) is the growth exponent. The speed \(v_c\) is the power law extrapolated to \(K=K_c\); it fixes the height of the line on a logarithmic plot and need not be the speed of a real crack at that point.

The stress is applied at \(t=0\), in a time short compared with the life, to a crack of initial length \(a_i\). Failure occurs at the time \(t_f\) when \(K\) reaches \(K_c\). When lives at different stresses are compared, the initial length, geometry, temperature and environment are held fixed, so that \(a_i\), \(Y\), \(K_c\), \(v_c\) and \(n\) do not change. Stresses are quoted in megapascals and crack lengths in micrometres, but \(K\) is in MPa√m and speeds are in m/s, so lengths must be converted to metres before they are combined with these.

Two quantities set the scale. The inert strength \(\sigma_c\) is the stress that would break the body at once, with the crack still at its initial length. Setting \(K=K_c\) at \(a=a_i\) gives

\[
\sigma_c=\frac{K_c}{Y\sqrt{a_i}},\qquad s\equiv\frac{\sigma}{\sigma_c},\qquad 0<s<1 .
\]

The critical length \(a_c\) is the length at which the crack becomes unstable under the stress actually applied. Setting \(K=K_c\) at \(a=a_c\) gives

\[
a_c=\left(\frac{K_c}{Y\sigma}\right)^2 .
\]

Since \(K_c/Y=\sigma_c\sqrt{a_i}\), this is

\[
a_c=a_i\left(\frac{\sigma_c}{\sigma}\right)^2=\frac{a_i}{s^2},
\qquad\text{so}\qquad \frac{a_i}{a_c}=s^2 .
\]

A flaw far below critical size and a stress far below the inert strength are therefore the same condition. The critical length depends on stress, so the stress enters the lifetime integral both through the speed and through the upper limit.

To integrate the growth law, write it in terms of length. At fixed stress \(K\) is proportional to \(\sqrt a\) and equals \(K_c\) at \(a_c\), hence \(K/K_c=(a/a_c)^{1/2}\) and

\[
\frac{da}{dt}=v_c\left(\frac{a}{a_c}\right)^{n/2}.
\]

The right side is positive and depends on \(a\) alone, so the variables separate:

\[
t_f=\frac1{v_c}\int_{a_i}^{a_c}\left(\frac a{a_c}\right)^{-n/2}da .
\]

With \(x=a/a_c\), \(da=a_c\,dx\), and for \(n\ne2\),

\[
t_f=\frac{a_c}{v_c}\int_{a_i/a_c}^{1}x^{-n/2}dx
=\frac{a_c}{v_c}\,\frac{1-(a_i/a_c)^{1-n/2}}{1-n/2}.
\]

Multiplying numerator and denominator by \(-2\) turns the denominator into \(n-2\) and reverses the difference:

\[
t_f=\frac{2a_c}{(n-2)v_c}\left[\left(\frac{a_i}{a_c}\right)^{1-n/2}-1\right].
\]

Now insert \(a_c=a_i s^{-2}\) and \((a_i/a_c)^{1-n/2}=(s^2)^{1-n/2}=s^{2-n}\). The prefactor \(s^{-2}\) multiplies both terms, and

\[
t_f=\frac{2a_i}{(n-2)v_c}\left(s^{-n}-s^{-2}\right),\qquad n\neq2 .
\]

The first term comes from the initial length and the second from the final length. Near the inert strength the two nearly cancel. With \(s=1-\epsilon\), where both \(\epsilon\) and \(n\epsilon\) are much less than 1, first-order expansion gives \(s^{-n}-s^{-2}\approx(n-2)\epsilon\), so \(t_f\approx2a_i\epsilon/v_c\). This is the remaining distance, \(a_c-a_i\approx2\epsilon a_i\), divided by the speed \(v_c\), as it must be when the speed hardly changes on the way.

For the opposite limit take out the factor \(s^{-n}\):

\[
t_f=\frac{2a_i}{(n-2)v_c}\,s^{-n}(1-q),\qquad
q=s^{n-2}=\left(\frac{a_i}{a_c}\right)^{(n-2)/2}.
\]

If \(n>2\), then \(q\to0\) as \(a_i/a_c\to0\), and

\[
t_f\simeq\frac{2a_i}{(n-2)v_c}\left(\frac{\sigma}{\sigma_c}\right)^{-n}\propto\sigma^{-n}.
\]

This power law for the life needs \(n>2\) as well as a small flaw, and the small parameter is \(q\) rather than \(a_i/a_c\) itself. The pure power law overestimates the full life of this model by the relative amount

\[
\frac{1}{1-q}-1=\frac q{1-q}.
\]

For \(n=20\) a flaw of half the critical length already gives \(q=2^{-9}=1/512\), an error of about 0.2 per cent. For \(n=3\), where \(q=\sqrt{a_i/a_c}\), an error near 1 per cent requires a flaw ten thousand times shorter than the critical length.

A lifetime plot on logarithmic axes shows the local stress exponent

\[
N=-\frac{d\ln t_f}{d\ln\sigma}.
\]

Since \(\sigma_c\) is fixed, \(d\ln\sigma=d\ln s\). For \(n>2\) the logarithm of the life is a constant plus \(-n\ln s+\ln(1-q)\), and \(q=s^{n-2}\) gives \(dq/d\ln s=(n-2)q\). Therefore

\[
\frac{d\ln t_f}{d\ln s}=-n-\frac{(n-2)q}{1-q},
\qquad
N=n+\frac{(n-2)q}{1-q}.
\]

The local exponent lies above \(n\) and falls to it as the stress is lowered. The excess arises because a higher stress also shortens the critical length, leaving less distance to grow. Numerical differentiation of the integral of \(da/v\), with \(v=da/dt\), shows the size of the effect. For \(n=20\) it gives \(N=20.00\), \(20.04\) and \(31.38\) at \(a_i/a_c=0.1\), \(0.5\) and \(0.9\). For \(n=3\) it gives \(3.46\), \(3.11\) and \(3.01\) at \(a_i/a_c=0.1\), \(0.01\) and \(10^{-4}\). Within this model, a growth exponent read from lives measured close to the inert strength would thus be too large. In a real material the speed near \(K_c\) may fall below the power law, for instance when the transport of water to the tip limits it, and the exponent read at stresses somewhat below the inert strength can then be too small instead.

The condition \(n>2\) has a definite origin. For \(n<2\) the integral of \(x^{-n/2}\) converges at \(x=0\), so a very small initial length drops out. Reversing both signs in the closed form gives

\[
t_f=\frac{2a_c}{(2-n)v_c}\left(1-s^{2-n}\right)
\longrightarrow\frac{2a_c}{(2-n)v_c}\propto\sigma^{-2}.
\]

The stress now acts through the critical length, and the exponent tends to 2 whatever the value of \(n\) below 2. For \(n=1\) and \(a_i/a_c=10^{-6}\), numerical differentiation gives \(N=2.001\).

At \(n=2\) the integral is a logarithm:

\[
t_f=\frac{a_c}{v_c}\int_{a_i/a_c}^{1}\frac{dx}{x}
=\frac{a_c}{v_c}\ln\frac{a_c}{a_i}
=\frac{2a_i}{v_c}s^{-2}\ln\frac1s .
\]

Here \(\ln t_f\) is a constant plus \(-2\ln s+\ln[\ln(1/s)]\). Because \(d\ln(1/s)/d\ln s=-1\), the exponent is

\[
N=2+\frac1{\ln(1/s)} .
\]

It approaches 2 slowly: at \(a_i/a_c=10^{-6}\), where \(s=10^{-3}\), it is still 2.14.

For \(n>2\) the progress of the crack shows why its final length matters little when \(q\) is small. Stopping the integral at an intermediate length \(a\) gives the elapsed time

\[
t(a)=\frac{2a_c}{(n-2)v_c}
\left[\left(\frac{a_i}{a_c}\right)^{1-n/2}-\left(\frac a{a_c}\right)^{1-n/2}\right].
\]

Divide by \(t_f\), and multiply numerator and denominator by \((a_i/a_c)^{n/2-1}=q\). The result is

\[
\frac{t(a)}{t_f}=\frac{1-(a/a_i)^{1-n/2}}{1-q}.
\]

At half the life the left side is \(1/2\), so \((a/a_i)^{1-n/2}=1-(1-q)/2=(1+q)/2\). Raising both sides to the power \(-2/(n-2)\) gives

\[
\frac{a_{1/2}}{a_i}=\left(\frac2{1+q}\right)^{2/(n-2)}
\simeq2^{2/(n-2)}\quad(q\ll1).
\]

With \(n=20\) this is \(2^{1/9}\approx1.08\): half the life passes while the crack grows by 8 per cent. The same fact appears in the life itself. The initial speed is \(v_i=v_cs^n\), so for \(q\ll1\)

\[
t_f\simeq\frac{2a_i}{(n-2)v_i}.
\]

The life is the time needed to cover the distance \(2a_i/(n-2)\) at the initial speed; for large \(n\) this is a small fraction of the initial length. The stress dependence of that speed, \(\sigma^n\), passes directly into the life.

The initial length has a strong influence too. At fixed stress \(s=\sigma Y\sqrt{a_i}/K_c\) is proportional to \(a_i^{1/2}\), so \(s^{-n}\) contributes \(a_i^{-n/2}\) and the prefactor contributes one power of \(a_i\):

\[
t_f\propto a_i^{\,1-n/2}\qquad(n>2,\ q\ll1).
\]

Comparing specimens with different flaws therefore mixes a change of life due to stress with one due to flaw size. The law \(t_f\propto\sigma^{-n}\) refers to the same initial flaw at each stress.

A second case matters for thin films and interfaces. When a crack has become long compared with the film thickness \(h\), its stress intensity can reach a steady value \(K=Z\sigma\sqrt h\), with \(Z\) a constant that depends on geometry and elastic mismatch. If this value is below \(K_c\), the crack moves at constant speed and never becomes unstable within this model. Failure must then be defined by a fixed distance \(L\), such as the distance to a circuit line, and the time to cross it is

\[
t_L=\frac L{v_c}\left(\frac{K_c}{Z\sigma\sqrt h}\right)^n\propto\sigma^{-n}.
\]

The exponent is the same, but no small initial flaw is required, and the restriction \(n>2\) disappears because neither the speed nor the distance depends on a changing crack length.

As an example of the first case, take an edge flaw left by dicing in a glass interposer, the plate that carries chips in a package, in moist air. Rough, round values are \(K_c=0.80\) MPa√m, \(n=20\), \(v_c=1.0\times10^{-3}\) m/s and \(a_i=10\) µm. The flaw is idealised as a short edge crack with a straight front much longer than the crack is deep, for which \(Y=1.12\sqrt\pi=1.985\). A chip-like flaw of the same depth has a smaller \(Y\) and, since the life varies as \(Y^{-n}\) for \(q\ll1\), a longer life. The gain is large for a roughly half-round chip and small for a long, shallow one. The inert strength is

\[
\sigma_c=\frac{0.80\ \text{MPa}\sqrt{\text m}}{1.985\sqrt{10\times10^{-6}\ \text m}}
\approx127\ \text{MPa}.
\]

Let the plate be tested at 60 MPa and used at 40 MPa. At the test stress \(s=0.471\), the critical length is 45 µm and \(q=1.3\times10^{-6}\). At the use stress \(s=0.314\), the critical length is 101.5 µm and \(q=8.7\times10^{-10}\). The flaw is only about four and a half to ten times shorter than critical, yet the final-length term is negligible because \(n\) is large. The initial speeds are \(2.865\times10^{-10}\) and \(8.615\times10^{-14}\) m/s, and \(2a_i/(n-2)=20\ \text{µm}/18=1.111\) µm. Hence

\[
t_{\text{test}}\approx\frac{1.111\times10^{-6}\ \text m}{2.865\times10^{-10}\ \text{m/s}}
\approx3.88\times10^3\ \text s,
\]

\[
t_{\text{use}}\approx\frac{1.111\times10^{-6}\ \text m}{8.615\times10^{-14}\ \text{m/s}}
\approx1.29\times10^7\ \text s\approx149\ \text{days}.
\]

Stepping the growth law forward in time until \(K=K_c\) gives the same two lives, and a length of \(1.080\,a_i\) at half the use life. The ratio of the lives is \((60/40)^{20}\approx3325\): lowering the stress by a third turns about an hour into about five months. The same steepness makes the prediction fragile. With all else fixed at the use condition, a stress 10 per cent higher multiplies the life by 0.149, and a flaw 20 per cent longer multiplies it by 0.194.

Some neglected effects hardly matter for these numbers. At high speed, growth in moist air can be limited by the transport of water to the tip. If the speed is capped at \(10^{-4}\) m/s up to \(K_c\), the use life rises by 0.13 s, because the cap acts only near the end. The finite width of the plate has a modest effect, because the initial flaw is only 2 per cent of an assumed width of 500 µm. Replacing the constant \(Y\) by a polynomial fit for an edge crack crossing such a plate changes the computed use life by 0.05 per cent. That figure is an artefact of the fit, which is too coarse for so short a crack: it lowers \(K\) slightly at first and raises it slightly later, so its changes partly cancel, while an error of only 0.5 per cent in \(K\) changes the life by about 10 per cent. The elastic solution for an edge crack in a strip raises \(K\) by about 0.3 per cent at the initial length and shortens the use life by about 7 per cent; using the unrounded coefficient 1.1215 in place of 1.12 shortens it by nearly 3 per cent more.

The form of the growth law at low \(K\) matters more. Suppose growth stops below a threshold of 0.20 MPa√m. The use condition starts at 0.251 MPa√m, above it, and subtracting the power-law speed at the threshold from the speed at each \(K\) lengthens the use life by 0.5 per cent. That is one smooth choice; a law that falls more steeply near the threshold could have a much larger effect. The position of the threshold matters as well: with the same subtraction, a threshold of 0.24 MPa√m lengthens the use life by about 27 per cent, one of 0.25 MPa√m multiplies it by about 2.6, and one above 0.251 MPa√m stops growth at the use stress altogether. Below about 32 MPa this flaw would not grow at all, whereas the power law still predicts a finite life.

An exponential dependence of speed on \(K\) is another candidate. Let \(K_t\) be the initial stress intensity in the test and \(v_t\) the power-law speed there, and take

\[
v=v_t\exp\left[n\left(\frac K{K_t}-1\right)\right],
\qquad \frac{d\ln v}{d\ln K}=\frac{nK}{K_t}.
\]

This agrees with the power law in value and logarithmic slope at \(K_t\), but its slope is smaller at lower \(K\), so the speed falls less as the stress is reduced. The test life becomes \(3.67\times10^3\) s, within 6 per cent of the power-law value, while the use life becomes \(4.42\times10^6\) s, about a third of it. The ratio of lives drops from 3325 to 1207. Near agreement at the test stress does not settle the life at the use stress.

Set beside real interposers, the toughness is typical of silicate glasses, the growth exponent lies within the broad range found for them in moist air, and a flaw of some micrometres to tens of micrometres is plausible for a diced edge. The speed \(v_c\) is much less certain, since it varies with glass and humidity, and the life is inversely proportional to it. The spread in \(n\) matters at least as much: at the same \(v_c\), taking \(n=16\) instead of 20 shortens the use life about 80-fold, to about 2 days. Values commonly used in design for soda-lime glass give speeds at the use \(K\) more than a thousand times higher than those assumed here. The lives above are therefore illustrative, not predictions for a given glass. At the initial speed in use, below \(10^{-13}\) m/s, the crack advances by less than 10 nm in a day, which is hard to measure directly. If the growth law has been measured only at higher speeds, the use life rests on extrapolation. Real packages also break the assumption of a fixed temperature. With a rough activation energy \(E=0.80\) eV at fixed \(K\), and with \(n\), \(K_c\), stress and the effect of humidity held fixed, warming from 300 to 360 K multiplies the speed by

\[
\exp\left[\frac E{k_B}\left(\frac1{300\ \text K}-\frac1{360\ \text K}\right)\right]\approx174,
\]

where \(k_B\) is Boltzmann's constant. If the quoted \(v_c\) belongs to 300 K, the use life falls from 149 days to about 0.9 day. This is the largest of the neglected effects sized here. In a real package the mismatch stress changes with temperature as well, so the growth law must then be integrated over the actual history of stress and temperature.

For design, a life measured at \(\sigma_{\text{test}}\) may be carried to \(\sigma_{\text{use}}\) by

\[
t_{\text{use}}=t_{\text{test}}\left(\frac{\sigma_{\text{test}}}{\sigma_{\text{use}}}\right)^n
\]

when the initial flaw, geometry, manner of loading, temperature and environment are the same, both stresses are constant, no residual stress (such as dicing can leave around a flaw) adds to \(K\), \(n>2\), \(q\ll1\) at both stresses, and the power law holds over the range of \(K\) in which most of each life is spent. For \(q\ll1\) and large \(n\) that range lies just above the initial \(K\), so the growth law has to be known there, at the slowest speeds. The numerical output lists the values behind this example.

## Values computed for the example and the checks

```
toughness K_c: 0.80 MPa sqrt(m)
growth exponent n: 20
extrapolated speed v_c: 1.0e-03 m/s
initial length a_i: 10.0 um
geometry factor Y: 1.9851
inert strength: 127.44 MPa
test stress: 60.0 MPa
test stress / inert strength s: 0.4708
test initial K: 0.3767 MPa sqrt(m)
test initial speed: 2.865e-10 m/s
test critical length: 45.11 um
test correction q: 1.29e-06
test life, quadrature: 3.8786e+03 s = 0.04489 days
test life, time stepping: 3.8786e+03 s
use stress: 40.0 MPa
use stress / inert strength s: 0.3139
use initial K: 0.2511 MPa sqrt(m)
use initial speed: 8.615e-14 m/s
use critical length: 101.50 um
use correction q: 8.74e-10
use life, quadrature: 1.2897e+07 s = 149.3 days
use life, time stepping: 1.2897e+07 s
life ratio use/test, power law: 3325.3
a/a_i at half life, use: 1.0801
life factor, stress 10% higher: 0.1486
life factor, flaw 20% longer: 0.1938
local exponent, n=20, a_i/a_c=0.1: 20.0000
local exponent, n=20, a_i/a_c=0.5: 20.0352
local exponent, n=20, a_i/a_c=0.9: 31.3839
local exponent, n=3, a_i/a_c=0.1: 3.4625
local exponent, n=3, a_i/a_c=0.01: 3.1111
local exponent, n=3, a_i/a_c=0.0001: 3.0101
local exponent, n=2, a_i/a_c=1e-06: 2.1448
local exponent, n=1, a_i/a_c=1e-06: 2.0010
assumed plateau speed: 1.0e-04 m/s
extra life from plateau, use: 0.130 s
plate width: 500 um
life factor, finite width, use: 1.0005
assumed threshold K: 0.20 MPa sqrt(m)
threshold stress: 31.86 MPa
life factor, subtracted threshold, use: 1.0050
test life, exponential law: 3.6653e+03 s
use life, exponential law: 4.4229e+06 s
life ratio use/test, exponential law: 1206.7
assumed activation energy: 0.80 eV
temperatures compared: 300 K and 360 K
speed factor from warming: 173.7
use life when warm: 0.859 days
```
